# Open-shell T1 and D1 diagnostics from spin-symmetric ROHF singles amplitudes

In triplet CH₂ two electrons of equal spin occupy two different orbitals. They act by exchange on the spin-up electron of each doubly occupied orbital, but not on its spin-down partner. The two partners therefore prefer slightly different spatial orbitals. A restricted open-shell Hartree–Fock (ROHF) determinant forbids this difference, and a coupled-cluster calculation built on it restores the difference through single excitations. The norm of the singles, which for closed shells serves as a warning that the reference determinant may be poor, then grows for a reason that has little to do with strong correlation. The question is which part of the singles should be measured.

## Setting and conventions

The reference \(\Phi\) is a normalized high-spin ROHF determinant with \(M_S=S\). Real orbitals, shared by both spins, fall into three spaces:

- \(n_d\) correlated doubly occupied orbitals \(i\),
- \(n_o=2S\) open orbitals \(x\), each holding one spin-up electron,
- virtual orbitals \(a\).

Frozen core orbitals are left out, so \(N=2n_d+n_o\) electrons are correlated. Spin up is \(\alpha\), spin down is \(\beta\), and \(a^\dagger_{p\sigma}\), \(a_{p\sigma}\) create and annihilate an electron in orbital \(p\) with spin \(\sigma\). The spin-conserving singles operator is

\[
T_1=\sum_{ia}\left(t^\alpha_{ia}a^\dagger_{a\alpha}a_{i\alpha}+t^\beta_{ia}a^\dagger_{a\beta}a_{i\beta}\right)+\sum_{ix}t^\beta_{ix}a^\dagger_{x\beta}a_{i\beta}+\sum_{xa}t^\alpha_{xa}a^\dagger_{a\alpha}a_{x\alpha}.
\]

No other singles exist: \(x\alpha\) is already filled and \(x\beta\) is empty. For the first class define

\[
s_{ia}=\tfrac12(t^\alpha_{ia}+t^\beta_{ia}),\qquad v_{ia}=\tfrac12(t^\alpha_{ia}-t^\beta_{ia}),
\]

and collect the amplitudes in three matrices,

\[
P_{ia}=s_{ia},\qquad Q_{ix}=t^\beta_{ix}/\sqrt2,\qquad W_{xa}=t^\alpha_{xa}/\sqrt2 .
\]

The numerical output labels these classes hp, hx and xp. \(\|A\|_F\) is the root of the sum of squared elements, and \(\|A\|_2\) is the largest singular value.

For a closed shell, \(T_1=\sum_{ia}t_{ia}E_{ai}\) with \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\), and the diagnostics are \(\mathcal T_1=\|t\|_F/\sqrt N\) and \(\mathcal D_1=\|t\|_2\). Script letters distinguish these numbers from the operator \(T_1\).

## Theorem

**(a)** The component of \(T_1\Phi\) in the spin-\(S\) part of the singles space is \(R\Phi\), with

\[
R=\sum_{ia}s_{ia}E_{ai}+\sum_{ix}t^\beta_{ix}E_{xi}+\sum_{xa}t^\alpha_{xa}E_{ax}.
\]

**(b)** Let \(\mathcal T_1\) be a fixed constant times \(\|R\Phi\|/\sqrt N\), the constant being set by the closed-shell definition. Then

\[
\mathcal T_1^2=\frac{\|P\|_F^2+\|Q\|_F^2+\|W\|_F^2}{N}
=\frac1N\left[\sum_{ia}s_{ia}^2+\tfrac12\sum_{ix}(t^\beta_{ix})^2+\tfrac12\sum_{xa}(t^\alpha_{xa})^2\right].
\]

**(c)** Let \(\mathcal D_1\) be the largest norm, in the same normalization, obtained by exciting from one normalized orbital within one excitation class. Then

\[
\mathcal D_1=\max\{\|P\|_2,\|Q\|_2,\|W\|_2\}.
\]

Both reduce to the closed-shell definitions when \(n_o=0\), and neither formula contains \(v_{ia}\).

Part (a) is a consequence of spin symmetry. Part (b) adds a choice of norm. Part (c) adds the convention that the three classes are kept apart.

## Lemma 1: the pure-spin part of the singles

*A singles function with \(M_S=S\) has total spin \(S\) if and only if \(t^\alpha_{ia}=t^\beta_{ia}\) for all \(i,a\).*

**Proof.** From \(\hat S^2=S_-S_++S_z(S_z+1)\), a state \(\psi\) with \(M_S=S\) obeys \(\hat S^2\psi=S(S+1)\psi\) exactly when \(S_-S_+\psi=0\). Taking the inner product with \(\psi\) gives \(\|S_+\psi\|^2=0\), so the condition is \(S_+\psi=0\).

With \(S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}\), the anticommutation rules give

\[
[S_+,a^\dagger_{q\beta}]=a^\dagger_{q\alpha},\quad[S_+,a_{q\alpha}]=-a_{q\beta},\quad[S_+,a^\dagger_{q\alpha}]=[S_+,a_{q\beta}]=0 .
\]

Since \(S_+\Phi=0\), we have \(S_+T_1\Phi=[S_+,T_1]\Phi\). Term by term,

\[
[S_+,a^\dagger_{a\alpha}a_{i\alpha}]=-a^\dagger_{a\alpha}a_{i\beta},\qquad
[S_+,a^\dagger_{a\beta}a_{i\beta}]=+a^\dagger_{a\alpha}a_{i\beta}.
\]

The \(i\to x\) term gives \(a^\dagger_{x\alpha}a_{i\beta}\Phi=0\), because \(x\alpha\) is filled. The \(x\to a\) term gives \(-a^\dagger_{a\alpha}a_{x\beta}\Phi=0\), because \(x\beta\) is empty. What remains is

\[
S_+T_1\Phi=\sum_{ia}(t^\beta_{ia}-t^\alpha_{ia})\,a^\dagger_{a\alpha}a_{i\beta}\Phi=-2\sum_{ia}v_{ia}\,a^\dagger_{a\alpha}a_{i\beta}\Phi .
\]

The determinants on the right are orthonormal, so the sum vanishes only if every \(v_{ia}\) does. ∎

**Proof of (a).** Inserting \(t^\alpha=s+v\) and \(t^\beta=s-v\) gives \(T_1\Phi=R\Phi+V\Phi\), where

\[
V=\sum_{ia}v_{ia}\left(a^\dagger_{a\alpha}a_{i\alpha}-a^\dagger_{a\beta}a_{i\beta}\right).
\]

In the open-shell classes the spin sum in \(E\) costs nothing: \(E_{xi}\Phi=a^\dagger_{x\beta}a_{i\beta}\Phi\) and \(E_{ax}\Phi=a^\dagger_{a\alpha}a_{x\alpha}\Phi\), the other spin term being zero in each case. By Lemma 1, \(R\Phi\) lies in the spin-\(S\) subspace. A general element of that subspace has equal coefficients, say \(u_{ia}\), on the two \(i\to a\) determinants. Its overlap with \(V\Phi\) is \(\sum_{ia}(u_{ia}v_{ia}-u_{ia}v_{ia})=0\). So \(V\Phi\) is orthogonal to the whole subspace, and \(R\Phi\) is the orthogonal projection. ∎

## Lemma 2: what the rejected part contains

*If \(v\ne0\), \(V\Phi\) contains only spins \(S\) and \(S+1\), the latter with weight \(1/(S+1)\).*

**Proof.** A state with \(M_S=S\) has no component of spin below \(S\). The operator \(a^\dagger_{a\alpha}a_{i\beta}\) commutes with \(S_+\), so \(S_+^2V\Phi=0\), which rules out spin \(S+2\) and above. The norms are

\[
\|V\Phi\|^2=2\sum_{ia}v_{ia}^2,\qquad \|S_+V\Phi\|^2=4\sum_{ia}v_{ia}^2 .
\]

The normalized expectation value of \(\hat S^2\) thus exceeds \(S(S+1)\) by \(4/2=2\). A component of spin \(S+1\) with weight \(w\) contributes an excess \(w[(S+1)(S+2)-S(S+1)]=2(S+1)w\). Equating the two gives \(w=1/(S+1)\). ∎

For \(S=0\) the rejected function is a pure triplet. For \(S>0\) a fraction \(S/(S+1)\) has the correct spin, but this fraction does not lie within the singles space: by Lemma 1 it needs determinants in which an open-shell spin is also flipped, and these are double excitations. Spin polarization can therefore belong to a wave function of pure spin. It is excluded here because singles alone cannot represent it with pure spin, and because of its physical origin, treated in Lemma 3.

## Proof of the T1 formula

The determinants in \(R\Phi\) are orthonormal. Each \(i\to a\) pair appears with two spins and coefficient \(s_{ia}\); each open-shell excitation appears once. Hence

\[
\|R\Phi\|^2=2\sum_{ia}s_{ia}^2+\sum_{ix}(t^\beta_{ix})^2+\sum_{xa}(t^\alpha_{xa})^2
=2\left(\|P\|_F^2+\|Q\|_F^2+\|W\|_F^2\right).
\]

Set \(\mathcal T_1^2=k\|R\Phi\|^2/N\). For a closed shell in a singlet state \(t^\alpha=t^\beta=t\), so \(s=t\), \(v=0\), and \(\mathcal T_1^2=2k\|t\|_F^2/N\). Agreement with the definition requires \(k=\tfrac12\), which gives (b). The weight \(\tfrac12\) of the open-shell classes thus records that one determinant is present where a closed-shell excitation has two. ∎

The opposite limit has no doubly occupied correlated orbital. Then \(N=n_o\), only \(W\) survives, and \(\mathcal T_1^2=\sum_{xa}(t^\alpha_{xa})^2/(2n_o)\). There is no spin-down partner, hence no spin polarization to remove. In both limits \(2\mathcal T_1^2\) is the squared norm of the pure-spin singles per correlated electron.

## Proof of the D1 formula

Take the class \(i\to a\) and a normalized orbital \(c=\sum_i c_i\,i\). The part of \(R\) that excites from \(c\) is

\[
R_c=\sum_a\Big(\sum_i c_is_{ia}\Big)E_{ac},\qquad E_{ac}=\sum_jc_jE_{aj}.
\]

The orbital \(c\) is doubly occupied, so \(\|E_{ac}\Phi\|=\sqrt2\), and different \(a\) give orthogonal states. The normalization of (b) divides the norm by \(\sqrt2\):

\[
\frac{\|R_c\Phi\|^2}{2}=\sum_a\Big(\sum_ic_iP_{ia}\Big)^2=c^{\mathsf T}PP^{\mathsf T}c .
\]

The maximum over unit vectors \(c\) is the largest eigenvalue of \(PP^{\mathsf T}\), which is \(\|P\|_2^2\). In the other two classes a single spin term acts, so the state norm is \(1\) instead of \(\sqrt2\). Division by \(\sqrt2\) then yields \(\|Q\|_2\) and \(\|W\|_2\). The largest of the three is \(\mathcal D_1\). With \(n_o=0\) only \(P=t\) remains. ∎

**Remark on the convention.** One could instead put all classes into one matrix, with rows \((i,x)\) and columns \((x,a)\):

\[
K=\begin{pmatrix}Q&P\\0&W\end{pmatrix}.
\]

This also has the right closed-shell limit. Each block is a restriction of \(K\), so \(\|K\|_2\ge\mathcal D_1\). Conversely, for a column vector with parts \(y,z\),

\[
\left\|K\begin{pmatrix}y\\z\end{pmatrix}\right\|^2\le\mathcal D_1^2\left[(|y|+|z|)^2+|z|^2\right].
\]

The bracket is a quadratic form in \((|y|,|z|)\) with matrix \(\begin{pmatrix}1&1\\1&2\end{pmatrix}\), whose eigenvalues solve \(\mu^2-3\mu+1=0\). The larger is \((3+\sqrt5)/2=[(1+\sqrt5)/2]^2\). Therefore \(\mathcal D_1\le\|K\|_2\le\tfrac{1+\sqrt5}{2}\mathcal D_1\): the alternative raises the value by at most a factor of about 1.62.

## Corollary: invariance and bounds

Rotations within the doubly occupied, open and virtual spaces multiply \(P,Q,W\) from left and right by orthogonal matrices, provided the amplitudes transform with the orbitals, as in a converged CCSD calculation with a fixed frozen core. Neither norm changes.

Moreover \(\|A\|_2^2\le\|A\|_F^2\le\operatorname{rank}(A)\|A\|_2^2\). The ranks of \(P,Q,W\) are at most \(n_d,n_d,n_o\), and these add up to \(N\). Summing over classes gives

\[
\mathcal T_1\le\mathcal D_1\le\sqrt N\,\mathcal T_1 .
\]

For a closed shell only \(P\) contributes, with rank at most \(N/2\), so the lower bound sharpens to \(\sqrt2\,\mathcal T_1\le\mathcal D_1\). The ratio \(\mathcal D_1/\mathcal T_1\) tells how concentrated the singles are: \(\mathcal T_1\) averages over electrons, while \(\mathcal D_1\) picks out the orbital, or normalized combination of orbitals, most affected within a single excitation class.

## Lemma 3: why spin polarization dominates at low order

*Let \(H_0\) be a diagonal one-electron operator with the same orbital energies \(\varepsilon_p\) for both spins and nonzero excitation gaps, and let \(\lambda(H-H_0)\) be the perturbation. Then \(P,Q,W\) have no term of first order in \(\lambda\), whereas \(v\) in general has one.*

**Proof.** Rotate the orbitals by \(\exp[\theta(E_{qp}-E_{pq})]\), where \(p\to q\) is one of the three classes. Since \(E_{pq}\Phi=0\), the energy changes at first order by \(2\theta\langle\Phi|HE_{qp}|\Phi\rangle\). Each spin term that survives in \(E_{qp}\Phi\) contributes a Fock element \(f^\sigma_{pq}\). Stationarity of the ROHF energy therefore means

\[
f^\alpha_{ia}+f^\beta_{ia}=0,\qquad f^\beta_{ix}=0,\qquad f^\alpha_{xa}=0 .
\]

The two Fock operators differ by the exchange with the open shells:

\[
f^\alpha_{ia}-f^\beta_{ia}=-\sum_x(ix|xa),\qquad\text{so}\qquad f^\alpha_{ia}=-\tfrac12\sum_x(ix|xa),
\]

where \((pq|rs)\) is the Coulomb repulsion between the charge distributions \(pq\) and \(rs\). First-order perturbation theory gives \(t^{\sigma}_{pq}=\lambda f^\sigma_{pq}/(\varepsilon_p-\varepsilon_q)\). With the stationarity conditions the amplitudes \(t^\beta_{ix}\), \(t^\alpha_{xa}\) and \(s_{ia}\) vanish at this order, and

\[
v_{ia}=\frac{\lambda f^\alpha_{ia}}{\varepsilon_i-\varepsilon_a}+O(\lambda^2)=\frac{\lambda}{2}\,\frac{\sum_x(ix|xa)}{\varepsilon_a-\varepsilon_i}+O(\lambda^2).\qquad∎
\]

The exchange field described at the start thus enters the singles ahead of the amplitudes that the diagnostics retain. The ordering depends on the spin-averaged \(H_0\). With spin-dependent gaps \(\Delta^\sigma_{ia}=\varepsilon^\sigma_i-\varepsilon^\sigma_a\) one finds, at \(\lambda=1\), \(s_{ia}=\tfrac12f^\alpha_{ia}(1/\Delta^\alpha_{ia}-1/\Delta^\beta_{ia})\) already at first order. The definitions of \(\mathcal T_1\) and \(\mathcal D_1\) do not depend on this choice. Removing \(v\) from the formulas does not remove its influence on the other amplitudes, which are coupled to it in the CCSD equations.

For triplet CH₂ the orders were tested by scaling the perturbation in CCSD. Halving \(\lambda\) from 0.02 multiplied the norm of the retained amplitudes by 0.249 and that of \(v\) by 0.498, as expected for second and first order.

## Worked example: CH₂ and CN

The calculations use ROHF-based CCSD in the 6-31G basis with frozen 1s cores. The geometries are round chosen values. The basis is small and connected triple excitations are absent, so the numbers illustrate the formulas and are not converged properties of the molecules.

**Triplet CH₂** (bond length 1.08 Å, angle 134°) has \(n_d=2\), \(n_o=2\), \(N=6\). The class sums give

\[
\mathcal T_1=\sqrt{\frac{(0.917+0.005+2.104)\times10^{-4}}{6}}=0.0071 .
\]

The excluded sum is \(\sum v_{ia}^2=24.24\times10^{-4}\), eight times the retained total of \(3.03\times10^{-4}\). Keeping it would give \(\sqrt{27.27\times10^{-4}/6}=0.0213\), three times larger. The class norms are 0.0069, 0.0007 and 0.0145, so \(\mathcal D_1=0.0145\) comes from the open-to-virtual class. These proportions depend on the basis. In cc-pVDZ \(\mathcal T_1=0.0088\) (0.0200 with \(v\) kept, a factor 2.3), the excluded sum is about four times the retained total, and the class norms are 0.0061, 0.0130 and 0.0148, so the \(i\to x\) class is no longer negligible.

The largest valence element \(|f^\alpha_{ia}|\) is 0.65 eV for orbitals that diagonalize \(\tfrac12(f^\alpha+f^\beta)\) within the doubly occupied and the virtual space; diagonalizing \(f^\alpha\) in one of these spaces and \(f^\beta\) in the other shifts it by about 0.01 eV. With \(\varepsilon_p=\tfrac12(f^\alpha_{pp}+f^\beta_{pp})\) and \(\lambda=1\), the first-order formula gives a norm of 0.029 for \(v\), against \(\sqrt{24.24\times10^{-4}}=0.049\) in CCSD. The first-order norm is about 59% of the CCSD norm, a ratio that depends on this choice of \(\varepsilon_p\); at full strength the first-order term alone does not give the size of \(v\).

**The CN radical** in its \(^2\Sigma^+\) state has \(n_d=4\), \(n_o=1\), \(N=9\). At 1.17 Å,

\[
\mathcal T_1=\sqrt{\frac{(1.50+21.51+0.15)\times10^{-3}}{9}}=0.051,\qquad \mathcal D_1=0.147 .
\]

Here 93% of the retained sum belongs to \(i\to x\). Such an excitation fills the open orbital and leaves \(i\) singly occupied, so it moves the hole from one orbital to another. Since the state keeps its symmetry, the hole moves among \(\sigma\) orbitals. Spin polarization matters little: keeping \(v\) would raise \(\mathcal T_1\) only to 0.055. In cc-pVDZ the values are \(\mathcal T_1=0.054\) (0.057 with \(v\) kept) and \(\mathcal D_1=0.155\), with 92% in \(i\to x\). Removing \(v\) therefore lowers the CH₂ value strongly while leaving the CN signal nearly intact.

The largest singular value of the separate spin-up and spin-down amplitude matrices is 0.209 for CN. Most of its excess over \(\mathcal D_1\) is normalization, since \(\sqrt2\times0.1467=0.207\).

**Stretching CN** to 1.50 Å raises \(\mathcal T_1\) to 0.065 but lowers \(\mathcal D_1\) to 0.138. The class norms explain the opposite shifts between these two bond lengths. The \(i\to x\) norm, which sets the maximum, falls from 0.147 to 0.138, while the \(i\to a\) norm rises from 0.027 to 0.096 without overtaking it. Neither diagnostic changes monotonically in between: at 1.33 Å both are lower than at either end, \(\mathcal T_1=0.039\) and \(\mathcal D_1=0.101\), with an \(i\to a\) norm of 0.039. At 1.50 Å the \(^2\Sigma^+\) ROHF determinant is kept by symmetry and lies 1.4 eV above the \(^2\Pi\) one. In cc-pVDZ the values at 1.50 Å are \(\mathcal T_1=0.060\), \(\mathcal D_1=0.126\) and an \(i\to a\) norm of 0.091. A maximum over classes can hide growth in a class that is not the largest, so the class norms are worth reading separately.

**The closed-shell anion** CN⁻ at 1.17 Å gives \(\mathcal T_1=0.0143\) and \(\mathcal D_1=0.0308\), both from the open-shell formulas and from a separate spin-adapted closed-shell CCSD calculation. In cc-pVDZ the values are 0.0136 and 0.0289.

## What the diagnostics cannot show

The theorem says which singles are counted; it does not relate their size to an energy error. Any threshold is an empirical calibration for a given method and class of molecules.

Small values also do not prove weak correlation. In H₂ with one 1s function per atom, the single excitation \(\sigma_g\to\sigma_u\) is forbidden by inversion symmetry, so \(\mathcal T_1=\mathcal D_1=0\) at every bond length. Yet as the atoms move apart the singlet ground state approaches \((|\sigma_g^2\rangle-|\sigma_u^2\rangle)/\sqrt2\), with two determinants of equal weight. The strong correlation sits entirely in the doubles. Apart from symmetry, reference orbitals rotated until \(P\), \(Q\) and \(W\) vanish would also silence both diagnostics, however strong the correlation carried by the doubles. The size of the doubles amplitudes must be examined as well.

## Computed values

```
ROHF-CCSD/6-31G, frozen core; diagnostics have no unit
CH2 triplet, 1.08 angstrom, 134 deg: N = 6, docc = 2, open = 2
  ROHF energy -1058.708 eV, correlation -1.972 eV
  sum s^2 (i->a)        9.169e-05
  half sum tb^2 (i->x)  5.443e-07
  half sum ta^2 (x->a)  2.104e-04
  sum v^2 (excluded)    2.424e-03
  class 2-norms hp, hx, xp: 0.00692, 0.00074, 0.01450
  T1 = 0.00710, D1 = 0.01450
  with v kept: T1 0.02132, spin-orbital 2-norm 0.04678
  combined-matrix 2-norm 0.01567
CN doublet sigma, 1.17 angstrom: N = 9, docc = 4, open = 1
  ROHF energy -2507.255 eV, correlation -5.818 eV
  sum s^2 (i->a)        1.499e-03
  half sum tb^2 (i->x)  2.151e-02
  half sum ta^2 (x->a)  1.504e-04
  sum v^2 (excluded)    4.495e-03
  class 2-norms hp, hx, xp: 0.02695, 0.14667, 0.01227
  T1 = 0.05073, D1 = 0.14667
  with v kept: T1 0.05543, spin-orbital 2-norm 0.20910
  combined-matrix 2-norm 0.14672
CN doublet sigma, 1.50 angstrom: N = 9, docc = 4, open = 1
  ROHF energy -2503.537 eV, correlation -7.195 eV
  sum s^2 (i->a)        1.914e-02
  half sum tb^2 (i->x)  1.905e-02
  half sum ta^2 (x->a)  1.124e-04
  sum v^2 (excluded)    1.660e-03
  class 2-norms hp, hx, xp: 0.09589, 0.13801, 0.01060
  T1 = 0.06524, D1 = 0.13801
  with v kept: T1 0.06664, spin-orbital 2-norm 0.19558
  combined-matrix 2-norm 0.14049
CN anion, closed shell, 1.17 angstrom, N = 10
  open-shell formulas:    T1 0.01430, D1 0.03078
  closed-shell solver:    T1 0.01430, D1 0.03078
CH2 triplet, further checks
  largest valence |f_alpha(i,a)| 0.6501 eV
  first-order norm of v 0.02885
  halving perturbation from 0.02: kept norm x 0.2490, v norm x 0.4981
  rotated orbitals: T1 0.00710, D1 0.01450
Fock-space model, S = 1, random amplitudes
  T1 by projection 0.638659, by formula 0.638659
  D1 by scan 1.20107, by formula 1.20107
  rejected part: <S^2> excess 2.0000, weight of S+1 0.5000
```
